# Why Extra Basis Centres Speed Up Dispersion Convergence: A Partial-Wave Model

## Definitions and conventions

Atomic units are used throughout. Two spherical atoms, A and B, lie a distance $R$ apart. Each holds one electron, electron 1 on A and electron 2 on B, with real, normalized ground orbitals $\varphi_A,\varphi_B$. The distances of a point from A, from B and from the bond midpoint M are $r_A$, $r_B$ and $r_M$. The unperturbed problem is

$$H_0=h_A(1)+h_B(2),\qquad \Phi_0=\varphi_A(1)\varphi_B(2),\qquad H_0\Phi_0=E_0\Phi_0 .$$

The dispersion energy is the part of the second-order interaction energy in which both electrons are excited:

$$E_{\rm disp}=-\sum_{a\neq0}\sum_{b\neq0}\frac{|\langle ab|r_{12}^{-1}|00\rangle|^2}{\varepsilon_a+\varepsilon_b-E_0}. \tag{1}$$

One-electron terms of the interaction, such as the attraction of electron 1 to nucleus B, cannot excite both electrons and drop out. Exchange between the atoms is left out, as in the polarization part of symmetry-adapted perturbation theory (SAPT).

A *monomer-centred* basis describes electron 1 by functions on A and electron 2 by functions on B. In a *dimer-centred* basis each electron may use the functions on both atoms. *Midbond* functions sit at M and serve both electrons. The letter $L$ denotes the highest angular momentum on the atoms.

## What a basis has to represent

Let $Q$ project onto states with both electrons excited, and let $u=Q\,r_{12}^{-1}\Phi_0$. For a trial function $\chi$ in that space, consider the Hylleraas functional

$$J[\chi]=\langle\chi|H_0-E_0|\chi\rangle+2\langle\chi|u\rangle .$$

Its stationary point obeys $(H_0-E_0)\chi_1=-u$. Put $\chi=\chi_1+\delta$. The terms linear in $\delta$ cancel by this equation, so

$$J[\chi]=J[\chi_1]+\langle\delta|H_0-E_0|\delta\rangle\ge J[\chi_1]=\langle\chi_1|u\rangle=E_{\rm disp}.$$

In a finite product basis, diagonalize $h_A$ and $h_B$ among functions orthogonal to the ground orbitals. With coefficients $t_{ab}$, couplings $V_{ab}$ and denominators $\Delta_{ab}$, $J=\sum(\Delta_{ab}t_{ab}^2+2t_{ab}V_{ab})$. The minimum lies at $t_{ab}=-V_{ab}/\Delta_{ab}$ and reproduces the form (1). If the ground orbitals are exact, every finite basis therefore gives too little dispersion, and enlarging it can only help. The question is which functions help most.

The difficult feature of $\chi_1$ is at $r_{12}=0$. With $\mathbf s=\mathbf r_1-\mathbf r_2$ and $\mathbf X=(\mathbf r_1+\mathbf r_2)/2$,

$$-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2=-\nabla_s^2-\tfrac14\nabla_X^2 .$$

Near coalescence the singular part of the equation is $-\nabla_s^2\chi_1=-\varphi_A\varphi_B/s$. Since $\nabla^2 s=2/s$, the solution contains $\tfrac12 s\,\varphi_A\varphi_B$. This is the Coulomb cusp, a kink whose strength is set by the overlap of the two orbitals. A finite sum of products of Gaussians is smooth at $s=0$, wherever the Gaussians are centred. Extra centres therefore cannot reproduce the kink; they can only approximate it more cheaply.

## The tail of the monomer expansion

Let $P_l$ select angular momentum $l$ of electron 1 about A. Because A is spherical, $P_l$ commutes with $H_0$, and the energy splits without cross terms:

$$E_{\rm disp}=\sum_l\Delta E_l,\qquad \Delta E_l=-\langle u|P_l(H_0-E_0)^{-1}P_l|u\rangle\le0 .$$

Here electron 2 is treated completely. For large $l$ the increment comes from rapid variation, and hence from the neighbourhood of $s=0$. The orbitals may be taken as constant there, and the kinetic energy dominates $H_0-E_0$. The parts removed by $Q$ are smoother than the cusp and do not affect the leading tail.

Write $1/s=\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}e^{i\mathbf k\cdot\mathbf s}$. The electrons carry momenta $\mathbf k$ and $-\mathbf k$, so their kinetic energy is $k^2/2+k^2/2=k^2$. The contribution of large $k$ to the energy is

$$-\int d^3r\,\varphi_A^2\varphi_B^2\int\frac{d^3k}{(2\pi)^3}\Big(\frac{4\pi}{k^2}\Big)^2\frac1{k^2}.$$

At distance $r_A$ from A, an electron with momentum component $k_\perp$ perpendicular to the radius has angular momentum $r_Ak_\perp$. Since $l(l+1)\approx(l+\frac12)^2$, we set $l+\frac12=r_Ak_\perp$. Inserting a delta function for this condition and using $16\pi^2/(8\pi^3)=2/\pi$ gives the weight of one unit of $l$:

$$\frac2\pi\,\frac{2\pi k_\perp}{r_A}\int_{-\infty}^{\infty}\frac{dk_r}{(k_\perp^2+k_r^2)^3}
=\frac{4k_\perp}{r_A}\,\frac{3\pi}{8k_\perp^5}=\frac{3\pi}{2}\,\frac{r_A^3}{(l+\frac12)^4}.$$

Hence, to leading order at large $l$ and fixed $R$,

$$\Delta E_l\simeq-\frac{C_A}{(l+\frac12)^4},\qquad C_A=\frac{3\pi}{2}\int r_A^3\,\varphi_A^2\varphi_B^2\,d^3r. \tag{2}$$

Summing over $l>L$, with the sum replaced by an integral over $l+\frac12$ from $L+1$ to infinity, leaves a missing energy of magnitude $C_A/[3(L+1)^3]$.

The factor $r_A^3$ explains the cost of a distant centre. Angular functions up to $l$ resolve transverse distances of about $r_A/l$. The same kink, seen from twice as far away, needs twice the $l$ for the same resolution. Wherever the electrons meet, $r_A+r_B\ge R$, so in a monomer-centred basis at least one of them is $R/2$ or more from the centre about which it is expanded.

## A model with an independent answer

To test this, bind each electron by $\frac12\omega^2r^2$ about its own centre. Then

$$\varphi_A^2\varphi_B^2=\Big(\frac\omega\pi\Big)^3e^{-\omega(r_A^2+r_B^2)}
=\Big(\frac\omega\pi\Big)^3e^{-\omega R^2/2}e^{-2\omega r_M^2},$$

because $r_A^2+r_B^2=2r_M^2+R^2/2$. The electrons meet in a small cloud around the midpoint.

For the reference energy, use $1/\Delta=\int_0^\infty e^{-\Delta t}dt$ in (1). The function $\varphi(\mathbf x)\langle\mathbf x|e^{-(h-\varepsilon_0)t}|\mathbf y\rangle\varphi(\mathbf y)$ is a joint Gaussian density, since the oscillator propagator is Gaussian. Each component has variance $1/(2\omega)$. Its covariance is $e^{-\omega t}/(2\omega)$, because a coordinate connects the ground state only to the first excited level. Projecting an electron onto its ground state makes its two positions independent.

The difference $\mathbf r_1-\mathbf r_2$ thus has mean length $|\langle\mathbf r_1-\mathbf r_2\rangle|=R$ and variance $1/\omega$ per component. With $c=e^{-\omega t}$, its correlation is $c$ if both electrons propagate, $c/2$ if one is projected, and zero if both are. Let $G(c)$ be the mean of $1/|\mathbf x|\cdot1/|\mathbf y|$ at correlation $c$. Expanding $Q=(1-|0\rangle\langle0|)_1(1-|0\rangle\langle0|)_2$ and using $dt=-dc/(\omega c)$ gives

$$E_{\rm disp}=-\frac1\omega\int_0^1\frac{dc}{c}\,[G(c)-2G(c/2)+G(0)].$$

To evaluate $G$, split $\mathbf x$ and $\mathbf y$ into a shared part $\mathbf d$, with mean length $|\langle\mathbf d\rangle|=R$ and variance $c/\omega$, and independent parts of variance $(1-c)/\omega$. Averaging $1/|\mathbf x|$ over its independent part gives the potential of a Gaussian charge, so

$$G(c)=\Big\langle\Big[\frac1d\,{\rm erf}\Big(d\sqrt{\tfrac{\omega}{2(1-c)}}\Big)\Big]^2\Big\rangle_{\mathbf d}.$$

This route uses no basis and no partial waves.

## The partial waves of the model

The individual terms $E(l_A,l_B)$ also follow without a finite radial basis. Start from $1/r_{12}=\int d^3k\,e^{i\mathbf k\cdot\mathbf r_{12}}/(2\pi^2k^2)$ and set $\mathbf q=\mathbf k/\sqrt{2\omega}$. In terms of raising operators, $e^{i\mathbf k\cdot\mathbf r}|0\rangle=e^{-q^2/2}e^{i\mathbf q\cdot\mathbf a^\dagger}|0\rangle$. The overlap of two such states within level $n$ is therefore $e^{-(q^2+q'^2)/2}(\mathbf q\cdot\mathbf q')^n/n!$. Expand

$$x^n=\sum_l a_{nl}P_l(x),\qquad a_{nl}=\frac{2l+1}{2}\int_{-1}^1x^nP_l(x)\,dx .$$

By the addition theorem, the amplitude for a state $(n,l,m)$ is, up to a phase,

$$e^{-q^2/2}q^n\sqrt{\frac{a_{nl}}{n!}}\sqrt{\frac{4\pi}{2l+1}}\,Y_{lm}(\hat{\mathbf k}).$$

Multiply the amplitudes of the two atoms, with $n=n_1+n_2$. Let $x$ be the cosine of the angle between $\mathbf k$ and the bond, and $y=R\sqrt{\omega/2}\,x$, so that $\mathbf k\cdot\mathbf R=2qy$. Parity allows the $q$ integral to be taken as half the integral over the full line, where

$$\int_{-\infty}^{\infty}q^ne^{-q^2+2iqy}dq=\sqrt\pi\,(i/2)^nH_n(y)e^{-y^2}.$$

This follows by differentiating the Gaussian case $n$ times with respect to $y$. With $d^3k/k^2=\sqrt{2\omega}\,dq\,d\Omega$, the prefactors combine to $\frac{\sqrt{2\omega}}{2\pi^2}\cdot4\pi\cdot\frac{\sqrt\pi}{2}=\sqrt{2\omega/\pi}$. Squaring and dividing by the excitation energy $n\omega$ gives

$$E(l_A,l_B)=-\sum_{n_1,n_2\ge1}\frac{2}{\pi n4^n}\frac{a_{n_1l_A}a_{n_2l_B}}{n_1!\,n_2!\,(2l_A+1)(2l_B+1)}\sum_m I_m^2,$$

$$I_m=\int_{-1}^1\Theta_{l_Am}(x)\Theta_{l_Bm}(x)H_n(y)e^{-y^2}dx,$$

where $\Theta_{lm}$ are associated Legendre functions of unit norm. Summing over $l_B$ gives $\Delta E_{l_A}$.

## What the increments show

Take $\omega=1$ hartree and $R=4$ bohr. The mean of $r_A^3$ over the meeting cloud is 11.094 bohr³. Equation (2) gives

$$C_A=\frac{3\pi}{2}\,\frac1{\pi^3}\Big(\frac\pi2\Big)^{3/2}e^{-8}\times11.094=1.1135\times10^{-3}\ \text{hartree}.$$

The reference energy is $-274.45$ microhartree ($-2.7445\times10^{-4}$ hartree). The partial waves through $l=16$ plus the estimated tail reproduce it to about 0.001 %. The increments, in microhartree, are:

| $l$ | $-\Delta E_l$ | ratio to (2) | without cusp |
|---|---|---|---|
| 1 | 215.7 | 0.98 | 188.6 |
| 2 | 40.1 | 1.41 | 27.9 |
| 4 | 3.83 | 1.41 | 1.08 |
| 8 | 0.251 | 1.18 | 0.0030 |
| 16 | 0.0157 | 1.04 | $2.4\times10^{-8}$ |

The ratio tends towards one. Extrapolating from $l=12$ and 16, with an assumed correction proportional to $(l+\frac12)^{-2}$, gives 0.996 when the sums over levels and over $l_B$ are converged; cutting them at 500 levels and $l_B\le48$ lowers the $l=16$ increment to 0.0156 and the extrapolated value to 0.99. The ratio near one at $l=1$ is no evidence for the law, since it moves away again before returning.

The last column replaces $1/r_{12}$ by ${\rm erf}(\mu r_{12})/r_{12}$ with $\mu=1$ bohr⁻¹. This interaction is smooth at coalescence and unchanged at long range. In the derivation it multiplies each Fourier component by $e^{-k^2/4\mu^2}$, which suppresses large $k$. At $l=16$ the increment is then smaller by more than five orders of magnitude. The slow tail is thus due to the short-range singularity.

The same column limits that explanation. At $l=2$ the smooth interaction retains about 70 % of the Coulomb increment. This share belongs to $\mu=1$ bohr⁻¹. Every finite $\mu$ removes the singularity, and at fixed $l$ the share approaches 100 % as $\mu$ grows, so it is not a unique division into multipole and cusp parts. It is not a division by distance either, because the smooth interaction does not vanish inside $1/\mu$. It shows only that, for this $\mu$, most of the $l=2$ increment survives when the singularity is removed, and that the surviving share falls with $l$, to 28 % at $l=4$. The singularity governs the tail, but it does not account for the low-$l$ increments alone.

If both electrons are limited to $l\le L$, the missing part of the reference energy is 34.1 % for $L=1$, 11.1 % for $L=2$, 4.5 % for $L=3$ and 2.2 % for $L=4$. Each missing pair of waves has $l_A>L$ or $l_B>L$. By symmetry, the total error lies between one and two times the error of truncating one electron alone. It therefore keeps the $L^{-3}$ scaling.

Distance changes the balance. Since $C_A$ contains $e^{-\omega R^2/2}$, the tail almost disappears when the atoms separate. At $R=6$ bohr the error for $L=3$ is 0.28 %, against 4.5 % at 4 bohr. The error for $L=1$ is still 14.5 %, so higher multipoles matter even where the cusp does not. In the far limit, a pair $(l_A,l_B)$ with $l_A,l_B\ge1$ couples through a multipole potential proportional to $R^{-(l_A+l_B+1)}$; an excitation with $l=0$ carries no net transition charge and has no such coupling. Its energy falls as the square of this, and the dipole pair survives longest. Monomer-centred functions are then sufficient.

## Moving a centre to the meeting place

The local argument suggests replacing $r_A^3$ in (2) by $r_M^3$ when the expansion is made about M. This is an estimate, not a theorem: angular momentum about M does not commute with $H_0$. For the oscillator pair the mean of $r_M^3$ is 0.80 bohr³, about one fourteenth of the mean of $r_A^3$. This ratio concerns at most the large-$l$ tail and is not a prediction of errors at low $l$: functions at M alone must also describe the excitations centred on the atoms, and up to $l=4$ such a set misses more than the monomer-centred set with the same highest $l$. Midbond functions are therefore used below as an addition to the atomic sets, not as a replacement.

Finite Gaussian bases test the practical consequence. Four exponents are used for each angular momentum. Monomer-centred sets with $L=2$ miss 11.13 %, against 11.11 % when the radial part is complete. The remaining error is therefore almost wholly angular. Errors below are relative to the reference energy, and the count is functions per electron.

| Basis | Count | Missing |
|---|---|---|
| monomer, $L=2$ | 36 | 11.1 % |
| monomer, $L=4$ | 100 | 2.3 % |
| dimer, $L=2$ | 72 | 9.1 % |
| $L=2$ + midbond $s$ | 40 | 7.2 % |
| $L=2$ + midbond $sp$ | 52 | 2.3 % |
| $L=2$ + midbond $spd$ | 72 | 0.7 % |
| $L=2$ + $spd$ behind | 72 | 6.5 % |

With 52 functions, the midbond $sp$ set matches the monomer-centred set of 100. Adding midbond $d$ functions brings the error well below it.

The last row is a control. The same extra functions are placed 2 bohr from each atom on the side away from the bond. Reflection through the plane that contains the parent atom and is perpendicular to the bond turns this one-electron space into the one with midbond functions. Each isolated atom is therefore described equally well in both cases, with the same excitation energies. The control removes part of the error, as extra flexibility should. The midbond set leaves about one ninth as much with these exponents; the ratio is about one tenth with seven exponents per angular momentum and about one sixth with a more diffuse set of four. What matters is where the functions are, in addition to how many there are.

## When the second atom helps

The dimer-centred result is modest: doubling the set reduces the error only from 11.1 % to 9.1 % (to 8.9 % with seven exponents per angular momentum, so the part removed is 18 to 20 %). Gaussian orbitals meet near the midpoint, and both atoms are 2 bohr from it. The second atom offers no centre close to the meeting cloud. Distance from the cloud is not the only factor, however. The set placed behind is 4 bohr from the midpoint but only 2 bohr from its parent atom, and it misses less (6.5 %) than the dimer set, whose extra centre is 2 bohr from the midpoint and 4 bohr from the parent.

Atomic orbitals with exponential tails behave differently. For $\varphi\propto e^{-Zr}$,

$$\varphi_A^2\varphi_B^2\propto e^{-2Z(r_A+r_B)} .$$

On the straight line between the atoms $r_A+r_B=R$, so this weight is constant along the whole bond. The electrons also meet close to B, where electron 1 is far from its own centre and the factor $r_A^3$ is larger than anywhere else between the atoms. Functions on B are well placed there.

The second model binds each electron by $-Z/r$ with $Z=1.2$, again at $R=4$ bohr. The mean of $r_A^3$ is now 18.6 bohr³. If each meeting point is instead measured from its nearest atom, the mean cubed distance is 4.4 bohr³; from the midpoint it is 3.8 bohr³. The corresponding Gaussian values are 11.1, 5.8 and 0.80 bohr³. The nearest-atom mean is a guide to geometry, not a prediction of an error. In the Gaussian case it halves, while the computed error falls by only 18 %.

The atomic description can be checked. The ground energy should be $-Z^2/2=-0.7200$ hartree, and the basis gives $-0.7199$. For the polarizability, the function $f=z[1/Z^2+r/(2Z)]$ satisfies $(h-\varepsilon_0)f\varphi=z\varphi$. Indeed $(h-\varepsilon_0)f\varphi=\varphi\,(-\tfrac12\nabla^2f+Z\,\partial_rf)$, and with $\nabla^2z=0$, $\nabla^2(zr)=4z/r$, $\partial_rz=z/r$ and $\partial_r(zr)=2z$ the bracket is $-z/(Zr)+z/(Zr)+z=z$. Hence

$$\alpha=2\langle z\varphi|f\varphi\rangle=\frac23\Big(\frac{\langle r^2\rangle}{Z^2}+\frac{\langle r^3\rangle}{2Z}\Big)=\frac{9}{2Z^4}=2.170\ \text{bohr}^3,$$

using $\langle r^2\rangle=3/Z^2$ and $\langle r^3\rangle=15/(2Z^3)$. The basis gives 2.172 bohr³.

There is no independent dispersion energy for this pair. Errors are measured against the largest basis used, which has functions on both atoms and at the midpoint up to $l=3$ and gives $-810$ microhartree. That basis is itself incomplete, so these are not absolute errors. Six exponents instead of four for $l\ge1$ lower it to $-813$ microhartree, and $g$ functions at the midpoint to $-815$; the percentages below then move by up to 0.3 points, without changing their order. The counts include the contracted ground orbital of each atom whose functions are used. It is a combination of the $s$ functions already present and adds nothing, so the dimer and mirrored sets both hold 80 independent functions.

| Basis | Count | Missing, relative |
|---|---|---|
| monomer, $L=2$ | 41 | 26.3 % |
| monomer, $L=3$ | 69 | 14.5 % |
| dimer, $L=2$ | 82 | 9.5 % |
| mirrored, $L=2$ | 81 | 22.3 % |
| $L=2$ + midbond $spd$ | 77 | 2.4 % |

Measured from the largest basis, the second atom's functions now remove $1-9.5/26.3\approx64$ % of the $L=2$ error. This figure depends on the bases: if the largest basis misses a further $\delta$ microhartree while the two smaller ones are held fixed, the fraction is $136/(213+\delta)$, and with richer radial sets throughout it comes out at 65 %, whereas the 18 % of the Gaussian case refers to an independent reference energy. In the mirrored set they are placed equally far from the parent atom, but on the side away from the bond, and most of the gain is lost. Their position on the bond side is therefore essential to the improvement. The control does not separate meetings close to B from those elsewhere along the bond, which the diffuse functions on B also reach. The midbond set does better still with slightly fewer functions.

These percentages belong to two one-electron models and omit correlation within an atom. They should not be transferred to a particular molecule. What both models show at the level of (1) is a local mechanism: extra functions on the bond side, near the places where the electrons meet, recover more dispersion than the same functions placed equally far from the parent atom on the opposite side. The position along the bond was not optimized, so the midpoint need not be the best place, and the distance from the parent atom matters as well. The numerical check tests the tail law on the oscillator pair and the basis comparisons on both models.

## Computed values

```
Model: omega = 1.0 hartree, R = 4.0 bohr, far R = 6.0 bohr, mu = 1.0 1/bohr
Reference E_disp (microhartree): near -274.4527, far -18.8016
Sum of partial waves to l=16 plus tail (microhartree): -274.4506
Tail constant C_A (microhartree): 1113.51
Increment*(l+1/2)^4/C_A extrapolated to infinite l: 0.9895
l | -dE_l (microhartree) | ratio to tail law | -dE_l smooth (microhartree)
 1 | 215.71486 | 0.9807 | 1.886e+02
 2 | 40.14952 | 1.4085 | 2.786e+01
 3 | 10.87650 | 1.4658 | 5.168e+00
 4 | 3.83267 | 1.4114 | 1.083e+00
 6 | 0.79436 | 1.2734 | 5.559e-02
 8 | 0.25084 | 1.1759 | 3.025e-03
12 | 0.04924 | 1.0795 | 8.741e-06
16 | 0.01564 | 1.0412 | 2.369e-08
Radially complete, lA,lB <= L: missing % at near R | at far R
L= 1 | 34.114 | 14.5018
L= 2 | 11.112 | 1.7614
L= 3 | 4.520 | 0.2817
L= 4 | 2.185 | 0.0590
L= 6 | 0.722 | 0.0055
L= 8 | 0.319 | 0.0012
L=12 | 0.100 | 0.0002
L=16 | 0.044 | 0.0001
Mean cubed distance (bohr^3) from A | nearest atom | midpoint
Gaussian orbitals: 11.094 | 5.825 | 0.798
exponential orbitals, exponent 1.2 1/bohr: 18.572 | 4.444 | 3.814
Oscillator atoms, Gaussian exponents (1/bohr^2): [0.28, 0.5, 0.9, 1.62]
Basis | functions per electron | E_disp (microhartree) | missing %
monomer L=1 | 16 | -180.8093 | 34.120
monomer L=2 | 36 | -243.8954 | 11.134
monomer L=3 | 64 | -261.9146 | 4.568
monomer L=4 | 100 | -268.2429 | 2.263
dimer L=1 | 32 | -185.4313 | 32.436
dimer L=2 | 72 | -249.4096 | 9.125
monomer L=2 + midbond l<=0 | 40 | -254.7146 | 7.192
monomer L=2 + midbond l<=1 | 52 | -268.1938 | 2.281
monomer L=2 + midbond l<=2 | 72 | -272.4770 | 0.720
monomer L=2 + behind l<=2 | 72 | -256.5264 | 6.532
dimer L=2 + midbond l<=2 | 108 | -272.7411 | 0.624
Atoms with -Z/r, Z = 1.2: ground energy -0.71987 hartree, polarizability 2.1718 bohr^3
Largest basis: 202 functions per electron, E_disp -810.2576 microhartree
Basis | functions per electron | E_disp (microhartree) | missing % of largest basis
monomer L=2 | 41 | -597.2312 | 26.291
monomer L=3 | 69 | -692.7920 | 14.497
dimer L=2 | 82 | -733.3463 | 9.492
mirrored dimer L=2 | 81 | -629.8145 | 22.270
monomer L=2 + midbond l<=2 | 77 | -790.5202 | 2.436
Part of the L=2 error removed by the second atom's functions: Gaussian 18.0 %, exponential 63.9 %
```
